Rees Self-Scattering: Why Fictitious Events Leave Carrier Transport Statistics Unchanged, part 2

In a Monte Carlo simulation a carrier with wavevector k drifts under a constant force 𝓕, with ħ dk/dt = 𝓕, and scatters instantaneously. Physical mechanism j has transition density W_j(k,k′) per unit time and rate λ_j(k) = ∫ W_j(k,k′) dk′; the total is λ = Σ_j λ_j. Rates depend on the present k alone.

A clock with constant rate Γ ≥ λ gives flight times −(ln r)/Γ, with r uniform between 0 and 1. At a clock event, mechanism j is chosen with probability λ_j/Γ. Otherwise the event is fictitious: it has rate λ₀ = Γ − λ and density W₀(k,k′) = λ₀(k) δ(k − k′), and leaves k where it is.

With Λ(t) = ∫₀ᵗ λ(s) ds along the flight, the probability of no physical event up to t is S(t) = exp[−Λ(t)]. For every permitted Γ, the first physical event has the original law

S(t) W_j(k(t),k′) dt dk′.  (1)

For constant λ, the sum over fictitious events gives the density λ exp(−λt). In general, the density h_n(t) for a clock event at t preceded by n clock events, all fictitious, obeys

h_{n+1}(t) = ∫₀ᵗ h_n(s) [λ₀(s)/Γ] Γ exp[−Γ(t − s)] ds.  (2)

The example is a channel with one parabolic subband, E = ħ²k²/(2m), m = 0.20 electron masses, and isotropic scattering in the plane. At 300 K, phonons of energy ħω₀ = 50 meV have occupation N = 0.1690. The rates are elastic 2 ps⁻¹, absorption bN = 0.845 ps⁻¹ and, only above E = ħω₀, emission b(N + 1) = 5.845 ps⁻¹, with b = 5 ps⁻¹. The totals are λ_L = 2.845 ps⁻¹ below threshold and λ_H = 8.690 ps⁻¹ above. The field F = 5×10⁵ V/m exerts the force eF on the electron.

One flight studied starts above threshold, is below it between t₁ = 0.0674 ps and t₂ = 0.877 ps, and has mean time ⟨T⟩ = 0.2335 ps to the first physical event.

### From one flight to the whole path

A path up to an observation time τ is specified by its initial wavevector k₀ and by the list of its physical events: times t₁ < t₂ < … < t_M, mechanisms j₁ … j_M and final wavevectors k₁ … k_M. Between the events k(t) follows from the equation of motion. Let S(u|k) be the survival probability for a time u after starting from k, and let k_i⁻ = k_{i−1} + 𝓕(t_i − t_{i−1})/ħ be the wavevector just before event i, with t₀ = 0. In the original process the density of the list is

S(t₁|k₀) W_{j₁}(k₁⁻,k₁) × S(t₂ − t₁|k₁) W_{j₂}(k₂⁻,k₂) × … × S(τ − t_M|k_M).  (6)

Each factor refers only to the state left by the previous event, because the rates depend only on the present wavevector. The last factor says that nothing physical happens between t_M and τ.

In the process with fictitious events, the first pair of factors is the result for one flight. Suppose that the first i physical events have the density given by the corresponding factors of (6). At the moment of event i the next flight time and the next choice are drawn with fresh random numbers. The past enters through k_i and nothing else, so the next physical event has the one-flight density with start k_i. Multiplying by it extends the agreement to i + 1 events. By induction it holds for any number of them, and the final factor agrees because the survival probability does.

The number of physical events before τ is finite with probability one. It cannot exceed the number of clock events, whose mean is Γτ. The lists with M = 0, 1, 2, … therefore exhaust the possibilities.

Since k(t) is a function of k₀ and the list, every statistical property of the physical path is unchanged. This covers the distribution of k at a given time, and also correlations between times, the numbers of events of each kind, and the order in which they follow each other. What does depend on Γ is the fictitious part of the record: how many such events occur, when they occur, and in which states.

The limit of zero field makes the statement simple. Then k stays fixed between physical events, λ is constant during each flight, and the proof reduces to the constant-rate sum, repeated after every physical event with a new value of λ.

### The same fact in the Boltzmann equation

Let f(k,t) be the distribution in a spatially uniform system. Its equation is

∂f/∂t + (𝓕/ħ)·∇_k f = Σ_j ∫ [f(k′)W_j(k′,k) − f(k)W_j(k,k′)] dk′.

The first term on the right is the gain from other states and the second is the loss. The fictitious process adds

gain: ∫ f(k′) λ₀(k′) δ(k′ − k) dk′ = λ₀(k) f(k),
loss: f(k) ∫ λ₀(k) δ(k − k′) dk′ = λ₀(k) f(k).

They cancel for every f, whether or not it is stationary. This short argument shows that f obeys the same equation. It does not by itself address the sequence of physical events, for which (6) was needed.

The cancellation can be turned into a formula that displays the clock. Take zero field and a finite set of states. Let the vector f hold their probabilities, and let Q be the matrix with df/dt = Qf. Its off-diagonal element Q_ab is the rate from b to a, and its diagonal element is Q_bb = −λ_b, so that each column sums to zero. Define

P = 1 + Q/Γ.

Its off-diagonal elements are physical rates divided by Γ. Its diagonal elements are 1 − λ_b/Γ, the probability of a fictitious event. All elements are nonnegative when Γ ≥ λ_b, and each column sums to one, so P describes what happens at one clock event. Because Q = ΓP − Γ, and the unit matrix commutes with P,

exp(Qt) = exp(−Γt) exp(ΓtP) = Σ_n [exp(−Γt)(Γt)ⁿ/n!] Pⁿ.  (7)

The bracket is the probability of n clock events in time t, and Pⁿ carries the state through them. The left side knows nothing of Γ.

For an example let the energy in the channel model take the values nħω₀ above some lowest energy smaller than ħω₀. Absorption moves the electron up one level at 0.845 ps⁻¹, and emission moves it down at 5.845 ps⁻¹ from every level but the lowest. Keep 12 levels and forbid absorption from the top one. With Γ = 10 ps⁻¹ and t = 0.5 ps the mean number of clock events is 5. The probability of finding the electron in level 0 at that time, after a start in level 2, is 0.6537, both from the matrix exponential and from the first 60 terms of (7).

Elastic scattering is absent from this ladder because it does not change the energy. At zero field it acts like a fictitious event as far as the energy is concerned, but it is not one, since it turns the wavevector and so alters the velocity. In a field the new direction also changes the energy gained afterwards. What makes an event fictitious is that the full state is left alone.

### What the clock events sample

In a steady state f(k) is constant in time and normalized to one. Clock events occur at rate Γ in every state. The rate of clock events that find the carrier in dk is thus Γf(k)dk, and the total rate is Γ. Their ratio gives

distribution just before all clock events = f(k).

Recording a quantity once before each clock event, fictitious ones included, therefore yields its time average. If only physical events are used, the rate in dk is λ(k)f(k)dk, and

distribution just before physical events = λ(k)f(k)/⟨λ⟩,  (8)

where ⟨λ⟩ = ∫ λf dk. States that scatter strongly are over-represented. The two distributions coincide when λ is the same in all occupied states.

The same rates give the cost of the method. Of all clock events, the fraction

1 − ⟨λ⟩/Γ

is fictitious, and each physical event is accompanied on average by Γ/⟨λ⟩ − 1 fictitious ones. A larger Γ leaves the law of the physical events unchanged but takes more random numbers for the same physical time. The cheapest permitted constant is the largest value of λ that occurs.

### The channel in a steady field

Whether the channel model settles can be judged from electrons far above threshold. There the rate is λ_H and scattering is isotropic, so each event removes the mean momentum:

d⟨p⟩/dt = eF − λ_H⟨p⟩, and hence ⟨p⟩ → eF/λ_H.

The mean heating power is eF⟨p⟩/m = (eF)²/(mλ_H). With eF = 8.01×10⁻¹⁴ N this is 4.1×10⁻⁹ W. The net power lost to phonons is ħω₀[b(N + 1) − bN] = ħω₀b = 4.0×10⁻⁸ W, about ten times as much. Fast electrons lose energy on average, which is what a steady state needs.

As a reference, the flight can be simulated without fictitious events, because Λ is piecewise linear in this model. Let the electron be below threshold between times t₁ and t₂, both counted from the start of the flight. Put u = −ln r, u₁ = λ_H t₁ and u₂ = u₁ + λ_L(t₂ − t₁). Solving Λ(t) = u gives

t = u/λ_H for u < u₁,
t = t₁ + (u − u₁)/λ_L for u₁ ≤ u < u₂,
t = t₂ + (u − u₂)/λ_H for u ≥ u₂.

If the electron starts below threshold, t₁ = 0. If its path does not enter that region, t₁ = t₂.

Three simulations followed 10 000 electrons each. The direct one recorded 200 flights per electron after discarding 50. The other two used Γ = 10 and 25 ps⁻¹, with the numbers of flights raised in proportion to Γ. Time averages were formed from the exact integrals of velocity and energy over each flight, and standard errors from the spread between electrons. In the order direct, Γ = 10 ps⁻¹, Γ = 25 ps⁻¹, the results are as follows.

Drift velocity: 74.80 ± 0.14, 74.83 ± 0.11, 74.72 ± 0.11 km/s.

Mean energy: 40.17 ± 0.07, 40.23 ± 0.06, 40.15 ± 0.06 meV.

Physical event rate: 4.433 ± 0.003, 4.436 ± 0.003, 4.436 ± 0.003 ps⁻¹.

Fraction of emissions whose preceding physical event was also an emission: 0.2973 ± 0.0005, 0.2980 ± 0.0004, 0.2976 ± 0.0004.

The last quantity concerns the order of events. To obtain it from the distribution f, one also needs the transition rates and the equation of motion. The differences in all four rows are of the size of the statistical errors, although the two clocks differ by a factor of 2.5 and the reference has no clock at all.

The mean rate reveals how often the electron is above threshold. If this fraction of time is w, then ⟨λ⟩ = λ_L + 5.845w in ps⁻¹, and

w = (4.433 − 2.845)/5.845 = 0.272.

For the cost, 1 − 4.433/10 = 0.557 of the clock events should be fictitious at Γ = 10 ps⁻¹, and 1 − 4.433/25 = 0.823 at Γ = 25 ps⁻¹. The counted fractions are 0.556 and 0.823. Per physical event this means 1.26 and 4.64 fictitious ones.

The sampling rule shows up clearly in the energy. Averaged just before all clock events it is 40.2 meV for both values of Γ, equal to the time average within the errors. Just before physical events it is 58.6 meV in the direct run. By (8) the excess is the covariance of λ and E divided by ⟨λ⟩. Since λ has two values, this covariance is 5.845 w(1 − w)D, in ps⁻¹ times energy, where D is the difference between the mean energies above and below threshold. Thus

D = (58.6 − 40.2) × 4.433/(5.845 × 0.272 × 0.728) ≈ 70.5 meV.

The mean energy below threshold is then about 40.2 − 0.272 × 70.5 = 21 meV, and above it about 91.5 meV, with a statistical uncertainty of about half a meV. The excess of 18 meV comes from the more frequent scattering of the faster electrons, and it says nothing about a change of f.

Energy conservation ties the rates to the drift. In the direct run emission occurs at 1.591 ps⁻¹ and absorption at 0.844 ps⁻¹. The net power given to phonons is 8.01×10⁻²¹ J × 0.747×10¹² s⁻¹ = 5.98×10⁻⁹ W. The field supplies eF times the drift velocity, 8.01×10⁻¹⁴ N × 7.48×10⁴ m/s = 5.99×10⁻⁹ W. Fictitious events do not enter this balance, since they transfer neither momentum nor energy.

### A clock that is too slow

If λ exceeds Γ somewhere, the fictitious rate would have to be negative there. A negative rate cannot serve as a probability. A simulation that compares a random number with λ/Γ accepts every clock event in such a state, and so it scatters at rate Γ instead of λ. Elsewhere it scatters at λ. The derivation of the survival law can be repeated with the simulated rate

λ_sim(k) = min[λ(k), Γ],

for which the fictitious rate Γ − λ_sim is nonnegative. The result is a correct simulation of a process with other rates. These need not belong to any material at the given temperature, because emission may be cut while absorption is not. The condition concerns all states passed through during a flight, including those in which no clock event happens to fall, because λ₀ is integrated along the whole flight.

Take again the flight that starts above threshold, drops below it at 0.0674 ps and returns above it at 0.877 ps. Its correct mean time to the first physical event is 0.2335 ps. With Γ = 5 ps⁻¹ the rate above threshold is cut from 8.690 to 5 ps⁻¹. The survival probabilities at the crossings become exp(−0.3372) = 0.7138 and 0.7138 exp(−2.302) = 0.0714, and

⟨T⟩ = (1 − 0.7138)/5 + (0.7138 − 0.0714)/2.845 + 0.0714/5
= 0.0572 + 0.2258 + 0.0143 = 0.297 ps.

A simulation of 200 000 events with this clock gives 0.296 ps. The flight is too long by 27 % relative to the correct mean. The mechanisms are distorted as well. If the random number is compared in turn with the elastic, absorption and emission rates, the loss falls on the last of them: emission keeps 5 − 2.845 = 2.155 ps⁻¹ of its 5.845 ps⁻¹. Its ratio to absorption falls to 2.155/0.845 = 2.6, whereas thermal equilibrium at 300 K requires (N + 1)/N = 6.9.

In the parabolic channel a sufficient Γ exists because λ is bounded. In a model whose rates grow without limit with energy, no single constant serves all states. The proof given here, with one Γ for the whole simulation, then applies if the states reached are confined to a region where λ has a bound.

### The moment of the choice

The probability λ/Γ must be taken at the end of the clock interval. To see what changes otherwise, compare the density for the first clock event to be physical:

correct: exp(−Γt) λ(k(t)),
with the rate at the start: exp(−Γt) λ(k(0)).

For the same flight and Γ = 10 ps⁻¹, the second expression integrates to 8.690/10 = 0.87. In the first, the rate is high until Γt = 0.674 and low afterwards. The return above threshold, at Γt = 8.77, carries a weight exp(−8.77), below 2×10⁻⁴, and can be neglected. The integral is

0.869 × (1 − exp(−0.674)) + 0.284 × exp(−0.674) = 0.426 + 0.145 = 0.57.

The faulty choice ends 87 % of the flights at the first clock event instead of 57 %. In a simulation the mean time falls to 0.130 ps, little more than half the correct value.

The two choices agree when none of the partial rates λ_j changes during a clock interval; a constant total λ would keep the flight times right but not the shares of the mechanisms. At zero field no rate changes. For a smoothly varying rate it is approached when Γ is so large that k hardly moves in a time 1/Γ: the relative change of λ in one interval is then of order |dλ/dt|/(λΓ). Taking the rate at the end needs no such condition, because the fictitious rate in (2) is then the one that belongs to the state in which the event occurs.
